\section*{Equilibrium Share of the Lowest of Three Precursor Conformers}

\section{Problem}

A precursor molecule has three conformers, A, B and C. Their molar free energies at 400 K, relative to A, are
\begin{equation}
G_A=0,\qquad G_B=2\ \text{kJ/mol},\qquad G_C=4\ \text{kJ/mol}.
\end{equation}
What fraction of the molecules is in conformer A at equilibrium?

The conformers interconvert fast enough to reach equilibrium, and they form an ideal mixture: a dilute gas or an ideal dilute solution. The three free energies refer to the same standard state. Each covers the whole conformer, with its rotations, its vibrations and any mirror-image copies. Energies are in kJ/mol, and $R$ is the gas constant.

\section{First estimate by scaling}

The energy scale set by the temperature is
\begin{equation}
RT=8.31446\times 400\ \text{J/mol}=3.326\ \text{kJ/mol}.
\end{equation}
The free energies form a ladder with spacing $\Delta=2$ kJ/mol. The one dimensionless number in the problem is therefore
\begin{equation}
u=\frac{\Delta}{RT}=\frac{2}{3.326}=0.601 .
\end{equation}
A conformer is well populated if it lies no more than about $RT$ above the lowest one. A ladder of spacing $\Delta$ has roughly $RT/\Delta$ rungs in that range. If they share the molecules about equally, the lowest rung holds
\begin{equation}
p_A\sim\frac{\Delta}{RT}=u\approx 60\ \text{percent}.
\end{equation}
This can be sensible only for $u$ between $1/3$ and 1, because the lowest of three conformers holds at least a third of the molecules and at most all of them. The value 0.601 lies in that range. Lying in it is necessary but not sufficient: against the exact result derived below, the estimate gives 33 instead of 45 percent at $u=1/3$ and 100 instead of 67 percent at $u=1$, and it is close only near $u\approx0.5$.

\section{Exact solution}

\subsection{The equilibrium condition}

Let $x_i$ be the mole fraction of conformer $i$, with $\sum_i x_i=1$. Apart from a constant common to all compositions, the free energy of one mole of the ideal mixture is
\begin{equation}
G(x)=\sum_i x_i\left(G_i+RT\ln x_i\right).
\label{eq:mix}
\end{equation}
The logarithmic term is $-T$ times the entropy of mixing. It is negative for any true mixture, and it is the reason why the higher conformers are populated at all.

At equilibrium, converting a small amount of conformer $i$ into conformer $j$ must leave $G$ unchanged to first order. The derivative of one term of the sum is
\begin{equation}
\frac{\partial G}{\partial x_i}=G_i+RT\ln x_i+RT .
\end{equation}
These derivatives must be equal for all conformers. The last $RT$ is common and cancels, so
\begin{equation}
G_i+RT\ln x_i=G_j+RT\ln x_j
\quad\Longrightarrow\quad
\frac{x_i}{x_j}=e^{-(G_i-G_j)/RT}.
\end{equation}
The fractions are thus proportional to $e^{-G_i/RT}$. Requiring that they add up to 1 gives the equilibrium values
\begin{equation}
p_i=\frac{e^{-G_i/RT}}{q},\qquad q=\sum_j e^{-G_j/RT}.
\label{eq:boltz}
\end{equation}
Adding the same constant to every $G_i$ multiplies numerator and denominator by the same factor. Relative free energies are therefore sufficient.

\subsection{Why this composition is the minimum}

A vanishing first-order change could also belong to a maximum. To exclude this, take the logarithm of \eqref{eq:boltz}, which gives $G_i=-RT\ln p_i-RT\ln q$, and insert it in \eqref{eq:mix}:
\begin{align}
G(x)&=\sum_i x_i\left(-RT\ln p_i-RT\ln q+RT\ln x_i\right)\nonumber\\
&=-RT\ln q+RT\sum_i x_i\ln\frac{x_i}{p_i}.
\label{eq:excess}
\end{align}
The second line uses $\sum_i x_i=1$. Since $\ln y\le y-1$, with equality only at $y=1$, setting $y=p_i/x_i$ gives
\begin{equation}
\sum_i x_i\ln\frac{x_i}{p_i}=-\sum_i x_i\ln\frac{p_i}{x_i}\ \ge\ \sum_i\left(x_i-p_i\right)=0 .
\end{equation}
If some $x_i$ is zero, its term on the left vanishes, and the sum over the remaining terms on the right is positive. Hence $G(x)$ has its lowest value, $-RT\ln q$, at $x=p$ and nowhere else.

\subsection{The numbers}

With $r=e^{-u}=0.5481$, the three weights are
\begin{equation}
1,\qquad r=0.5481,\qquad r^2=0.3004,
\end{equation}
and their sum is $q=1.848$. The populations are
\begin{equation}
p_A=\frac{1}{1.848}=0.541,\qquad
p_B=\frac{0.5481}{1.848}=0.297,\qquad
p_C=\frac{0.3004}{1.848}=0.163 .
\end{equation}
Conformer A accounts for about 54 percent of the molecules. A direct numerical search for the minimum of \eqref{eq:mix}, which uses no Boltzmann factors, gives the same three populations, as the numerical output shows.

The free energy of the equilibrium mixture relative to pure A is $-RT\ln q=-2.04$ kJ/mol. It has two parts. The average of the $G_i$ is $0.2965\times2+0.1625\times4=1.24$ kJ/mol, which is the cost of occupying B and C. The mixing term supplies the remaining $-3.29$ kJ/mol and outweighs that cost.

\section{Comparison of the two}

The estimate was 60 percent and the exact value is 54 percent. The difference can be traced. Because the weights form a geometric series,
\begin{equation}
p_A=\frac{1}{1+r+r^2}=\frac{1-r}{1-r^3}
=u\times\frac{1-e^{-u}}{u}\times\frac{1}{1-e^{-3u}} .
\end{equation}
The first factor is the scaling estimate. The second replaces the rough count of rungs by the proper sum over an endless ladder. The third accounts for the ladder ending after three rungs. Numerically,
\begin{equation}
0.6014\times0.7515\times1.1971=0.541 .
\end{equation}
The estimate thus contains two errors of opposite sign. An endless ladder would leave only $1-r=45$ percent in A, and removing its rungs above C raises the share to 54 percent. The closeness of the estimate owes much to this partial cancellation.

The limits show where the estimate fails. Let the spacing $\Delta$ vary at fixed temperature. For small $u$, $r\approx1-u$ and $r^2\approx1-2u$, so
\begin{equation}
p_A\approx\frac{1}{3-3u}\approx\frac{1+u}{3}.
\end{equation}
The share tends to one third, whereas the scaling estimate tends to zero. At $u=0.601$ the last form, $(1+u)/3$, gives 53 percent; the intermediate form $1/(3-3u)$ gives 84 percent there, because this $u$ is not small. For large $u$, $r^3$ is negligible and $p_A\approx1-e^{-u}$, which tends to 1, whereas the estimate grows without bound.

\section{What the free energies must contain}

\subsection{Vibrations}

The population of a conformer is the sum of the populations of all its quantum levels. Consider a model in which the conformers differ in the energy $E_i$ of the well bottom and in one harmonic mode with quantum $\varepsilon_i$, both per mole. Summing the level weights as a geometric series gives
\begin{equation}
\sum_{n=0}^{\infty}e^{-[E_i+\varepsilon_i(n+1/2)]/RT}
=\frac{e^{-(E_i+\varepsilon_i/2)/RT}}{1-e^{-\varepsilon_i/RT}}
=e^{-(E_i+F_i)/RT},
\end{equation}
\begin{equation}
F_i=\frac{\varepsilon_i}{2}+RT\ln\left(1-e^{-\varepsilon_i/RT}\right).
\end{equation}
The quantity that fixes the population is $E_i+F_i$, not $E_i$.

Let the modes of A, B and C have wavenumbers 120, 60 and 30 cm$^{-1}$. The quantum of A is 1.4355 kJ/mol, so
\begin{equation}
F_A=0.718+3.326\,\ln\left(1-e^{-0.4316}\right)=-2.77\ \text{kJ/mol}.
\end{equation}
In the same way $F_B=-5.09$ and $F_C=-7.40$ kJ/mol. Each halving of the wavenumber lowers $F$ by about $RT\ln2=2.31$ kJ/mol, because for $\varepsilon_i\ll RT$ the formula reduces to $F_i\approx RT\ln(\varepsilon_i/RT)$. A softer mode has more levels within reach.

For the free energies to be 0, 2 and 4 kJ/mol again, the well bottoms must lie at
\begin{align}
E_B-E_A&=2-(F_B-F_A)=4.32\ \text{kJ/mol},\\
E_C-E_A&=4-(F_C-F_A)=8.63\ \text{kJ/mol}.
\end{align}
The explicit sum over levels then returns 54 percent for A. Boltzmann weights built from the well bottoms alone would give 74 percent. In this model the neglect of the vibrations overstates the share of A by 20 percentage points. The size of the effect belongs to the harmonic model. At 400 K, $RT$ corresponds to 278 cm$^{-1}$, so a 30 cm$^{-1}$ mode holds about nine quanta on average. In real molecules such soft modes are often hindered torsions, for which the harmonic formula is only approximate: for a threefold torsion with a barrier of 10 kJ/mol, the free energy per well lies about 0.4 kJ/mol below the harmonic $F_i$.

\subsection{Mirror images}

Suppose that B is chiral and occurs as two mirror-image forms, that A and C do not, and that the 2 kJ/mol belongs to one form of B. Then B enters the sum twice:
\begin{equation}
p_A=\frac{1}{1+2r+r^2}=\frac{1}{(1+r)^2}=\frac{1}{(1.5481)^2}=0.417 .
\end{equation}
The same result follows if B is kept as one species and its free energy is lowered by $RT\ln2$, since $e^{\ln2}=2$. The problem as posed includes such copies in $G_B$, so its answer remains 54 percent. If all three conformers were such pairs, each described by one form, the factor 2 would cancel.

\section{How firm the percentage is}

Let the free energies of B and C both be wrong by $\delta$. With $s=r+r^2$,
\begin{equation}
p_A(\delta)=\frac{1}{1+s\,e^{-\delta/RT}},\qquad
\frac{dp_A}{d\delta}=\frac{p_A^2\,s\,e^{-\delta/RT}}{RT}.
\end{equation}
The definition of $p_A$ gives $p_A\,s\,e^{-\delta/RT}=1-p_A$. At $\delta=0$ the slope is therefore
\begin{equation}
\frac{dp_A}{d\delta}=\frac{p_A(1-p_A)}{RT}=\frac{0.541\times0.459}{3.326}=0.075\ \text{per kJ/mol},
\end{equation}
or 7.5 percentage points per kJ/mol. The full formula gives 46.6 percent for $\delta=-1$ kJ/mol and 61.4 percent for $\delta=+1$ kJ/mol. The figure of 54 percent follows from the stated free energies; for a real precursor it is only as reliable as the free energies put in.

Two further conditions limit its use. The values 0, 2 and 4 kJ/mol belong to 400 K. At another temperature the free energies themselves generally change, and inserting a new $T$ with the old values is an approximation. The result is also a share of molecules, not a share of reactivity. If conformer $i$ reacts with rate constant $k_i$, slowly enough to leave the equilibrium undisturbed, the fraction of the reaction that passes through A is
\begin{equation}
\frac{p_Ak_A}{p_Ak_A+p_Bk_B+p_Ck_C}.
\end{equation}
This equals $p_A$ if the three rate constants are equal. If bulky groups shield the reactive site in A but not in B or C, so that $k_A$ is the smallest of the three, the most abundant conformer carries less of the reaction than its 54 percent share of the molecules.

\section*{Computed results}
\begin{verbatim}
Temperature: 400 K
Gas constant R: 8.31446 J/(mol K)
RT: 3.3258 kJ/mol
A: free energy 0 kJ/mol, weight 1.0000
B: free energy 2 kJ/mol, weight 0.5481
C: free energy 4 kJ/mol, weight 0.3004
Sum of weights q: 1.8484
A: population 54.10 %, by minimization 54.10 %
B: population 29.65 %, by minimization 29.65 %
C: population 16.25 %, by minimization 16.25 %
Mixture free energy relative to pure A: -2.043 kJ/mol
Soft-mode model:
A: mode 120 cm^-1, quantum 1.4355 kJ/mol
A: F_vib -2.768 kJ/mol, well bottom 0.000 kJ/mol
A: population from level sum 54.10 %, from well bottoms only 74.24 %
B: mode 60 cm^-1, quantum 0.7178 kJ/mol
B: F_vib -5.093 kJ/mol, well bottom 4.325 kJ/mol
B: population from level sum 29.65 %, from well bottoms only 20.23 %
C: mode 30 cm^-1, quantum 0.3589 kJ/mol
C: F_vib -7.403 kJ/mol, well bottom 8.635 kJ/mol
C: population from level sum 16.25 %, from well bottoms only 5.53 %
RT ln 2: 2.305 kJ/mol
Share of A if B is a mirror pair: 41.73 %
Slope of A share: 7.47 percentage points per kJ/mol
Share of A, B and C shifted by -1 kJ/mol: 46.60 %
Share of A, B and C shifted by +1 kJ/mol: 61.42 %
\end{verbatim}
